# Kinetic Balance Does Not Make the Dirac 1s Energy an Upper Bound: a program that tests the result

```python
"""Prolapse of the Dirac 1s level in a kinetically balanced finite basis.

Result under test: for a fixed regular basis containing the nonrelativistic
1s function phi0, the balanced energy differs from the exact Dirac level by
(K_L - K_S)/c^4 + higher orders. K_L >= 0 is the shortfall of the large-
component response, K_S >= 0 that of the small-component space. The basis
energy lies below the exact level when K_S > K_L.

Symbols: Z nuclear charge, c speed of light, r radius, P and Q large and small
radial functions, D = d/dr - 1/r (kappa = -1), V = -Z/r. Balanced small
functions are D P. Hartree atomic units; the rest energy is subtracted.
"""
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.optimize import minimize_scalar

C_PHYS = 1.0 / fine_structure
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
STEP = 0.04
SCALED_R = np.exp(np.arange(np.log(1e-13), np.log(90.0), STEP))


def exact_level(Z, c):
    return -Z**2 / (1 + np.sqrt(1 - (Z / c)**2))


def make_basis(kind, Z, parameter=None):
    """Return r, square-root weights, and weighted columns P and D P.

    Each P is r F(r), for which D P = r F'(r).
    """
    r = SCALED_R / Z
    decay = np.exp(-Z * r)
    F, dF = [decay], [-Z * decay]
    if kind == "single":
        F = [np.exp(-parameter * r)]
        dF = [-parameter * F[0]]
    elif kind == "power":
        F.append(r * decay)
        dF.append((1 - Z * r) * decay)
    elif kind == "log":
        a = parameter / Z
        log_part = np.log1p(r / a)
        F.append(log_part * decay)
        dF.append((1 / (r + a) - Z * log_part) * decay)
    root_w = np.sqrt(STEP * r)
    P = np.array(F).T * (r * root_w)[:, None]
    DP = np.array(dF).T * (r * root_w)[:, None]
    return r, root_w, P, DP


def orthonormal_large(P, DP):
    q, triangle = np.linalg.qr(P)
    return q, np.linalg.solve(triangle.T, DP.T).T


def dirac_level(basis, Z, c, enlarge_small=False):
    r, root_w, P, DP = basis
    large, d_large = orthonormal_large(P, DP)
    small_set = DP
    if enlarge_small:
        exponents = 1.3 * Z * 2.0**np.arange(-1, 14)
        extra = r[:, None] * np.exp(-r[:, None] * exponents)
        small_set = np.hstack([DP, extra * root_w[:, None]])
    small_set = small_set / np.linalg.norm(small_set, axis=0)
    small, _ = np.linalg.qr(small_set)
    V = (-Z / r)[:, None]
    n_small = small.shape[1]
    coupling = c * d_large.T @ small
    H = np.block([
        [large.T @ (V * large), coupling],
        [coupling.T, small.T @ (V * small) - 2 * c**2 * np.eye(n_small)]])
    return np.linalg.eigvalsh((H + H.T) / 2)[n_small]


def shortfalls(basis):
    """K_L and K_S for Z = 1 from integrals, without a Dirac diagonalization."""
    r, root_w, P, DP = basis
    E0 = -0.5
    phi = 2 * r * np.exp(-r) * root_w
    Dphi = -phi
    f = (-1 / r - E0) * Dphi
    E1 = 0.25 * Dphi @ f
    small, _ = np.linalg.qr(DP)
    residual = f - small @ (small.T @ f)
    K_S = residual @ residual / 8
    large, d_large = orthonormal_large(P, DP)
    h = (0.5 * d_large.T @ d_large + large.T @ ((-1 / r)[:, None] * large)
         - E0 * np.eye(large.shape[1]))
    m = 0.25 * d_large.T @ f - E1 * large.T @ phi
    response = 0.0
    if len(m) > 1:
        response = -m[1:] @ np.linalg.solve(h[1:, 1:], m[1:])
    # Full response from the first-order part of r**gamma exp(-r).
    phi1 = -r * np.log(r) * np.exp(-r) * root_w
    Dphi1 = -(1 - r * np.log(r)) * np.exp(-r) * root_w
    full_response = 0.25 * Dphi1 @ f - E1 * phi1 @ phi
    return response - full_response, K_S, full_response


# The exact spinor satisfies both radial equations (finite differences).
Z_test = 80.0
gamma = np.sqrt(1 - (Z_test / C_PHYS)**2)
ratio = -C_PHYS * (1 - gamma) / Z_test


def exact_P(r):
    return r**gamma * np.exp(-Z_test * r)


points = np.array([0.003, 0.01, 0.03])
dr = 1e-5 * points
P_val = exact_P(points)
P_der = (exact_P(points + dr) - exact_P(points - dr)) / (2 * dr)
E_test = exact_level(Z_test, C_PHYS)
pot = -Z_test / points
res1 = (pot - E_test) * P_val - C_PHYS * ratio * (P_der + P_val / points)
res2 = (C_PHYS * (P_der - P_val / points)
        + (pot - 2 * C_PHYS**2 - E_test) * ratio * P_val)
assert np.max(np.abs(res1 / (C_PHYS**2 * P_val))) < 1e-7
assert np.max(np.abs(res2 / (C_PHYS**2 * P_val))) < 1e-7

print("c = %.6f a.u.; 1 hartree = %.6f eV" % (C_PHYS, HARTREE_EV))
print("Z=1 coefficients of 1/c^4 (a.u.): K_L, K_S, K_L-K_S, diagonalized")
A_SCALED = 0.01
cases = [("phi0 only", "one", None), ("phi0 + r^2 exp", "power", None),
         ("phi0 + log", "log", A_SCALED)]
coefficients = {}
for label, kind, parameter in cases:
    basis = make_basis(kind, 1.0, parameter)
    K_L, K_S, full_response = shortfalls(basis)
    y20, y40 = [(dirac_level(basis, 1.0, c) - exact_level(1.0, c)) * c**4
                for c in (20.0, 40.0)]
    extrapolated = (4 * y40 - y20) / 3
    delta = K_L - K_S
    # Allowance: remaining higher orders and eigenvalue rounding times c^4.
    assert abs(extrapolated - delta) < 0.03 * abs(delta) + 1e-5
    assert K_L > 0 and K_S > 0
    coefficients[kind] = delta
    print("  %-15s %.6f %.6f %+.6f %+.6f"
          % (label, K_L, K_S, delta, extrapolated))
assert abs(full_response + 0.25) < 1e-8
assert abs(coefficients["one"] - 1 / 8) < 1e-8
assert abs(coefficients["power"] - 1 / 24) < 1e-8
assert coefficients["log"] < 0
print("Full large-component response, Z=1: %.6f a.u." % full_response)

print("Log basis, Z=1, a=%.3f bohr: c (a.u.), error (hartree), error*c^4"
      % A_SCALED)
log_basis = make_basis("log", 1.0, A_SCALED)
errors = []
for c in (10.0, 20.0, 40.0):
    error = dirac_level(log_basis, 1.0, c) - exact_level(1.0, c)
    errors.append(error)
    print("  %4.0f  %+.5e  %+.6f" % (c, error, error * c**4))
assert errors[1] < 0 and errors[2] < 0
power = np.log2(abs(errors[1] / errors[2]))
assert abs(power - 4) < 0.2
print("Local power of 1/c between c=20 and c=40: %.4f" % power)

print("Effect of the cutoff a, Z=1: a (bohr), K_L, K_S, K_L-K_S (a.u.)")
for cutoff in (0.1, 0.03, 0.01, 0.003, 0.001):
    K_L, K_S, _ = shortfalls(make_basis("log", 1.0, cutoff))
    print("  %.3f  %.6f  %.6f  %+.6f" % (cutoff, K_L, K_S, K_L - K_S))

# Without phi0 in the basis the nonrelativistic error survives at large c.
zeta = 1.1
absent_error = (dirac_level(make_basis("single", 1.0, zeta), 1.0, 200.0)
                - exact_level(1.0, 200.0))
assert abs(absent_error - (zeta - 1)**2 / 2) < 1e-5
print("phi0 absent, Z=1, zeta=%.1f, c=200: error %+.6f hartree"
      % (zeta, absent_error))

# A single exponential: closed formula and minimum against diagonalization.
for exponent in (60.0, 80.0, 110.0):
    numeric = dirac_level(make_basis("single", 80.0, exponent), 80.0, C_PHYS)
    formula = (-80.0 * exponent - C_PHYS**2
               + C_PHYS * np.sqrt(C_PHYS**2 + exponent**2))
    assert abs(numeric - formula) < 1e-7
best = minimize_scalar(
    lambda s: dirac_level(make_basis("single", 80.0, s), 80.0, C_PHYS),
    bounds=(70.0, 130.0), method="bounded", options={"xatol": 1e-7})
assert abs(best.fun - E_test) < 1e-6
assert abs(best.x - 80.0 / gamma) < 1e-3
print("Single exponential, Z=80: best zeta %.4f, Z/gamma %.4f 1/bohr"
      % (best.x, 80.0 / gamma))
print("  minimum %.6f, exact %.6f hartree" % (best.fun, E_test))

print("Physical c, log basis, a=0.01/Z; energies and errors in hartree")
print("  Z, exact, balanced error, c^-4 estimate, enlarged-small error")
for Z in (10.0, 20.0, 40.0, 60.0, 80.0):
    basis = make_basis("log", Z, A_SCALED)
    exact = exact_level(Z, C_PHYS)
    balanced = dirac_level(basis, Z, C_PHYS)
    enlarged = dirac_level(basis, Z, C_PHYS, enlarge_small=True)
    estimate = coefficients["log"] * Z**6 / C_PHYS**4
    assert enlarged > balanced
    assert enlarged > exact
    if Z <= 20:
        assert balanced < exact
    print("  %2.0f %.6f %+.4e %+.4e %+.4e"
          % (Z, exact, balanced - exact, estimate, enlarged - exact))
    if Z == 20:
        detail = (exact, balanced, enlarged)
print("Z=20 exact level:            %.8f hartree" % detail[0])
print("Z=20 balanced basis:         %.8f hartree" % detail[1])
print("Z=20 enlarged small basis:   %.8f hartree" % detail[2])
print("Z=20 balanced error:         %+.6f eV"
      % ((detail[1] - detail[0]) * HARTREE_EV))
print("checks complete")
```

Running it gives:

```
c = 137.035999 a.u.; 1 hartree = 27.211386 eV
Z=1 coefficients of 1/c^4 (a.u.): K_L, K_S, K_L-K_S, diagonalized
  phi0 only       0.250000 0.125000 +0.125000 +0.125000
  phi0 + r^2 exp  0.125000 0.083333 +0.041667 +0.041667
  phi0 + log      0.003954 0.013849 -0.009895 -0.009895
Full large-component response, Z=1: -0.250000 a.u.
Log basis, Z=1, a=0.010 bohr: c (a.u.), error (hartree), error*c^4
    10  -1.06401e-06  -0.010640
    20  -6.30025e-08  -0.010080
    40  -3.88344e-09  -0.009942
Local power of 1/c between c=20 and c=40: 4.0200
Effect of the cutoff a, Z=1: a (bohr), K_L, K_S, K_L-K_S (a.u.)
  0.100  0.023513  0.032030  -0.008517
  0.030  0.009832  0.020305  -0.010473
  0.010  0.003954  0.013849  -0.009895
  0.003  0.001336  0.010205  -0.008869
  0.001  0.000472  0.008689  -0.008217
phi0 absent, Z=1, zeta=1.1, c=200: error +0.004999 hartree
Single exponential, Z=80: best zeta 98.5336, Z/gamma 98.5336 1/bohr
  minimum -3532.192093, exact -3532.192093 hartree
Physical c, log basis, a=0.01/Z; energies and errors in hartree
  Z, exact, balanced error, c^-4 estimate, enlarged-small error
  10 -50.066742 -2.9181e-05 -2.8061e-05 +7.7964e-06
  20 -201.076523 -2.0865e-03 -1.7959e-03 +3.8689e-04
  40 -817.807495 -1.9358e-01 -1.1494e-01 +2.7975e-02
  60 -1895.682341 -3.5208e+00 -1.3092e+00 +6.1341e-01
  80 -3532.192093 -3.2029e+01 -7.3559e+00 +7.9542e+00
Z=20 exact level:            -201.07652321 hartree
Z=20 balanced basis:         -201.07860972 hartree
Z=20 enlarged small basis:   -201.07613632 hartree
Z=20 balanced error:         -0.056777 eV
checks complete
```
